\section*{Magnetic Phases and the Hall Effect in Hopping Conduction}

\section*{Two sites}

\textbf{Q.} I measure hopping between donors in silicon. A magnetic field gives each transfer amplitude a phase. Why can I not see that phase in the rate between two donors?

\textbf{A.} Let one carrier move among sites with energies $\varepsilon_i$, where a site means one orbital state. Write
\begin{equation}
H_{ij}=J_{ij}e^{i\phi_{ij}},\qquad J_{ij}=J_{ji}\ \text{real},\qquad \phi_{ij}=-\phi_{ji},
\end{equation}
for the transfer from $j$ to $i$, and let the phonons couple to the site occupations. Spin-orbit phases are left out. With $\Delta_{ij}=\varepsilon_i-\varepsilon_j$, the lowest-order rate is
\begin{equation}
W_{12}=\frac{H_{12}H_{21}}{\hbar^2}\int_{-\infty}^{\infty}\!dt\,e^{i\Delta_{12}t/\hbar}\langle B_{12}(t)B_{21}(0)\rangle .
\end{equation}
Here $B_{ij}$ is the change of the phonon state that accompanies the transfer, and $W_{12}$ is the rate from 1 to 2. The electron leaves site 1 in the amplitude and in its conjugate, so the phases multiply to $e^{i\phi_{12}}e^{-i\phi_{12}}=1$.

\textbf{Q.} Could a higher order in $J$ bring the phase back?

\textbf{A.} No. Define $|1'\rangle=e^{i\phi_{12}}|1\rangle$. Then $e^{i\phi_{12}}|1\rangle\langle2|=|1'\rangle\langle2|$, while $|1'\rangle\langle1'|=|1\rangle\langle1|$. The phase has left the Hamiltonian, and neither the occupations nor their coupling to the phonons has changed. For a carrier that starts on one of the sites, the populations therefore evolve identically for every $\phi_{12}$, whatever the size of $J$. On a network without closed loops, start at one site and work outwards, absorbing one phase into each new site.

The field can still change $|J_{12}|$. For spinless orbitals, time reversal gives $H_{12}(-B)=H_{12}(B)^*$, so $|J_{12}|$ is even in $B$. That yields magnetoresistance, whereas a Hall signal is odd in $B$.

\section*{Closing the loop}

\textbf{Q.} What changes when I add a third donor?

\textbf{A.} Three phases can no longer all be absorbed, because their sum around the triangle is fixed. To see its value, take $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ and charge $q$. An orbital centred at $\mathbf R_i$ is its real zero-gauge form times $\exp[(iq/2\hbar)(\mathbf B\times\mathbf R_i)\cdot\mathbf r]$. The product $\psi_1^*\psi_2$ then has the phase $(q/2\hbar)[\mathbf B\times(\mathbf R_2-\mathbf R_1)]\cdot\mathbf r$. If the rest of the integrand is even about the midpoint of the bond, the part of this phase linear in the distance from the midpoint leaves a real integral. The midpoint value remains:
\begin{equation}
\phi_{12}=\frac{q}{2\hbar}\,\mathbf B\cdot(\mathbf R_2\times\mathbf R_1)
=\frac q\hbar\int_{\mathbf R_2}^{\mathbf R_1}\!\mathbf A\cdot d\mathbf l .
\end{equation}
If each orbital is kept real at its own centre, a gauge change $\mathbf A\to\mathbf A+\nabla\chi$ adds $(q/\hbar)[\chi(\mathbf R_1)-\chi(\mathbf R_2)]$ to $\phi_{12}$. Such additions cancel in
\begin{equation}
\theta=\phi_{12}+\phi_{23}+\phi_{31}.
\end{equation}
This sum runs along $1\to3\to2\to1$. With 1, 2, 3 counterclockwise seen against $\mathbf B$, that path is clockwise, and $\theta=-qBS/\hbar=+eBS/\hbar$ for electrons, $S$ being the triangle's area. I keep the signs of the $J_{ij}$ separate from $\theta$.

\textbf{Q.} How does $\theta$ enter a rate?

\textbf{A.} The carrier can reach 2 from 1 directly or through 3. In the interaction picture the two amplitudes are
\begin{align}
A_1&=-\frac i\hbar H_{21}\int_0^t\!dt_1\,e^{i\Delta_{21}t_1/\hbar}B_{21}(t_1),\\
A_2&=-\frac{1}{\hbar^2}H_{23}H_{31}\int_0^t\!dt_2\int_0^{t_2}\!dt_3\,
e^{i(\Delta_{23}t_2+\Delta_{31}t_3)/\hbar}B_{23}(t_2)B_{31}(t_3).
\end{align}
The interference probability is $2\,\mathrm{Re}\langle A_1^\dagger A_2\rangle$. Its prefactor is $(i/\hbar)(-1/\hbar^2)H_{12}H_{23}H_{31}=-(i/\hbar^3)J_{12}J_{23}J_{31}e^{i\theta}$. Set $a=t_1-t_2$ and $b=t_2-t_3$. Since $\Delta_{12}+\Delta_{23}+\Delta_{31}=0$, the exponent becomes $i(\Delta_{12}a+\Delta_{13}b)/\hbar$. For $t$ long against the bath correlation time but short against the hopping time, the probability grows linearly in $t$. Using $\mathrm{Re}(-iz)=\mathrm{Im}\,z$, its slope is
\begin{align}
W^{(3)}_{12}&=\frac{2}{\hbar^3}J_{12}J_{23}J_{31}\,\mathrm{Im}\!\left[e^{i\theta}I\right],\\
I&=\int_{-\infty}^{\infty}\!da\int_0^\infty\!db\;e^{i(\Delta_{12}a+\Delta_{13}b)/\hbar}F(a,b),
\end{align}
with $F=\langle B_{12}(t_1)B_{23}(t_2)B_{31}(t_3)\rangle$. Now $\mathrm{Im}[e^{i\theta}I]=\sin\theta\,\mathrm{Re}I+\cos\theta\,\mathrm{Im}I$. The cosine term is even in $B$. For the baths used here $F(-a,-b)=F^*(a,b)$, so $I^*$ is the same integral over $b<0$, and $2\,\mathrm{Re}I=I+I^*$ covers the whole plane:
\begin{equation}
W^{\rm odd}_{12}=\frac{J_{12}J_{23}J_{31}}{\hbar^3}\sin\theta
\int_{-\infty}^{\infty}\!\!da\int_{-\infty}^{\infty}\!\!db\;e^{i(\Delta_{12}a+\Delta_{13}b)/\hbar}F(a,b).
\label{odd}
\end{equation}

\textbf{Q.} Is a loop phase then sufficient?

\textbf{A.} It is not. Each unrestricted time integral in (\ref{odd}) produces an energy delta function. The carrier plus phonons must have the same energy on sites 1, 3 and 2. A purely virtual visit to site 3 contributes to the $\cos\theta$ term and not to the odd one. The factor $-i$ from the unequal numbers of transfers in $A_1$ and $A_2$ has to be met by this energy-conserving part.

\textbf{Q.} Can this be checked without perturbation theory?

\textbf{A.} Yes, for a bath of independent white noise on the site energies. If each site's accumulated phase has variance $\gamma|t|$, averaging the three phase differences gives $F=\exp[-\tfrac\gamma2(|a|+|b|+|a+b|)]$. The density-matrix equation can then be solved for the slow rates by eliminating the coherences. I use units $\hbar=\gamma=1$, energies $0,\,0.7,\,-0.5$ and $\theta=1$. With transfers of about $10^{-3}$, the odd rate divided by (\ref{odd}) is 1.000001.

With all $J=0.1$, where eliminating the coherences gives the slow rates to within about 3\%, the rate $1\to2$ is 0.01594 at $+\theta$ and 0.01290 at $-\theta$. The rate $1\to3$ is 0.01317 and 0.01621. Their sum, the total exit rate from site 1, is 0.0291 for both signs: reversing the field redirects the hops without changing how often they leave. The size of the field can still change the exit rate, through the $\cos\theta$ term. For a pair with $J=0.7$, changing the phase alters the rates by $10^{-16}$, which is rounding error.

\textbf{Q.} Must the loop be a triangle?

\textbf{A.} No; three is the smallest number of sites that encloses flux. In the same noise model, a four-site ring without diagonals and with unequal energies has an odd rate whose fitted power of $J$ is 3.998, that is, fourth order. Where triangles and squares have comparable weak transfers, triangles enter one order earlier.

\section*{Phonons and the transverse response}

\textbf{Q.} My donors exchange phonons at a finite temperature. What replaces the noise?

\textbf{A.} Each occupied site displaces the phonon modes. In the displaced frame $B_{ij}=e^{X_i-X_j}$, where $X_i$ is linear in the phonon operators. For such operators in a thermal state,
\begin{equation}
\langle e^{A_1}e^{A_2}e^{A_3}\rangle=\exp\Big[\tfrac12\sum_k\langle A_k^2\rangle+\sum_{k<l}\langle A_kA_l\rangle\Big].
\end{equation}
Take an equilateral triangle of side $R$ and isotropic phonons. Let $-C_s(t)$ be the correlation of $X_i$ with itself, $-C_o(t)$ that of two different sites, and $D=C_s-C_o$. Each $\langle A_k^2\rangle$ is $-2D(0)$. For the first pair,
\begin{equation}
\langle(X_1-X_2)(X_2-X_3)\rangle=-C_o+C_o+C_s-C_o=D,
\end{equation}
and the other two pairs also give $D$. Hence
\begin{equation}
F=\exp[-3D(0)+D(a)+D(b)+D(a+b)].
\end{equation}
Write $D(t)=\int g(\omega)e^{-i\omega t}d\omega/2\pi$. For longitudinal acoustic phonons with deformation potential $\Xi$, mass density $\rho$, sound speed $s$ and $q=\omega/s$, summing the squared displacements over modes gives
\begin{equation}
g(\omega)=\frac{\Xi^2\omega}{2\pi\rho\hbar s^5}\,
\frac{1-\sin(qR)/(qR)}{[1+(qa_B/2)^2]^4\,(1-e^{-\hbar\omega/kT})}.
\end{equation}
The bracket in the denominator comes from the charge density of a $1s$ orbital of radius $a_B$. Positive $\omega$ means emission. Since $g$ is real, $D(-t)=D^*(t)$, as (\ref{odd}) requires.

For weak coupling, expand $F$. Terms that depend on one time combination leave a free integral, which is a delta function at a nonzero energy difference and vanishes. The first survivors are $D(a)D(b)$, $D(a)D(a+b)$ and $D(b)D(a+b)$. With $g_{ij}=g(\Delta_{ij}/\hbar)$ they replace the double integral by
\begin{equation}
Q=g_{12}g_{13}+g_{32}g_{13}+g_{23}g_{12}.
\label{Q}
\end{equation}
Two phonons are involved. The pair rate needs one: the same expansion gives $W_{ij}=2(J_{ij}/\hbar)^2g_{ij}$.

\textbf{Q.} Why is an odd rate a Hall effect, and not just another magnetoresistance?

\textbf{A.} Look at what reaches site 3. Let $p_i$ be the equilibrium occupations, and let $u_i$ be the actual occupation divided by $p_i$. Because $g(-\omega)=e^{-\hbar\omega/kT}g(\omega)$, we have $p_ig_{ij}=p_jg_{ji}$. Applying this to each term of (\ref{Q}) shows that
\begin{equation}
K=p_1J_{12}J_{23}J_{31}Q/\hbar^3
\end{equation}
has the same value for the processes starting at 2 and 3. Going round the other way reverses $\theta$ and leaves $Q$ unchanged. So site 1 feeds site 3 with $-K\sin\theta\,u_1$, site 2 feeds it with $+K\sin\theta\,u_2$, and the two odd exits from site 3 cancel:
\begin{equation}
\dot n_3^{\rm odd}=K\sin\theta\,(u_2-u_1),
\end{equation}
where $n_3$ is the occupation of site 3. A difference between 1 and 2 drives carriers into or out of 3, with a sign that reverses with $B$. That is a transverse response, and it vanishes in equilibrium, where all $u_i=1$.

Attach contacts to 1 and 2 and a voltmeter to 3. With $\Gamma_{ij}=p_iW_{ij}$, zero current at 3 requires
\begin{equation}
\Gamma_{13}(u_1-u_3)+\Gamma_{23}(u_2-u_3)+K\sin\theta\,(u_2-u_1)=0 .
\end{equation}
For voltages small against $kT/e$, $u_i-1=-eV_i/kT$. Solving for $u_3$ and keeping the odd part,
\begin{equation}
\frac{V_3^{\rm odd}}{V_1-V_2}=-\frac{K\sin\theta}{\Gamma_{13}+\Gamma_{23}} .
\label{hall}
\end{equation}
The corrections to the $\Gamma_{ij}$ from the $\cos\theta$ term are dropped here.

\section*{A donor triangle in silicon}

\textbf{Q.} How large is the signal?

\textbf{A.} Take rough values for lightly phosphorus-doped silicon: $R=20$ nm, $a_B=2$ nm, all $J=-0.02$ meV, energies 0, 0.6 and 1.5 meV, $T=5$ K, $B=1$ T, $\Xi=4$ eV, $\rho=2330$ kg/m$^3$ and $s=9000$ m/s. The area is 173.2 nm$^2$, so $\theta=0.263$ and $\sin\theta=0.260$.

In units of $10^{-4}$ ps, $g_{12}=7.25$, $g_{13}=3.01$, $g_{23}=7.68$ and $g_{32}=62.0$. The three terms of (\ref{Q}) are 0.22, 1.87 and 0.56 in units of $10^{-6}$ ps$^2$, so $Q=2.64\times10^{-6}$ ps$^2$. With $J/\hbar=-0.0304$ ps$^{-1}$ and $p_1=0.782$,
\begin{equation}
K=0.782\,(-0.0304)^3\,(2.64\times10^{-6})\ \text{ps}^{-1}\approx-58\ \text{s}^{-1}.
\end{equation}
The pair rate $1\to2$ is $1.34\times10^6$ s$^{-1}$, and its odd part is $-19$ s$^{-1}$. With $\Gamma_{13}=4.35\times10^5$ and $\Gamma_{23}=2.75\times10^5$ s$^{-1}$, (\ref{hall}) gives
\begin{equation}
\frac{V_3^{\rm odd}}{V_1-V_2}=\frac{58\times0.260}{7.10\times10^5}\approx2.1\times10^{-5}.
\end{equation}
A drive of 0.1 mV produces 2.1 nV. The same probe also carries the ordinary divider voltage, $\Gamma_{13}/(\Gamma_{13}+\Gamma_{23})=0.61$ of the drive, or about 60 $\mu$V above contact 2. Reversing the field and halving the difference isolates the odd part in principle. In practice the source resistance of the probe, $kT/[e^2(\Gamma_{13}+\Gamma_{23})]\approx3.8$ G$\Omega$, has a thermal noise of about 1 $\mu$V per root hertz, so a signal of 2.1 nV needs more than a day of averaging to equal the noise, and about 12 days to exceed it threefold.

\textbf{Q.} Why so small, and does cooling help?

\textbf{A.} Compared with $\Gamma$, $K$ contains one more factor $J/\hbar$ and one more factor $g$, and their product is small. When the probe is the highest site, cooling does not freeze the ratio out. As $T\to0$, $K$, $\Gamma_{13}$ and $\Gamma_{23}$ all fall as $e^{-\Delta_{31}/kT}$, because site 3 is highest. With the temperature-independent difference $G_{ij}=g_{ij}-g_{ji}$ for $\varepsilon_i>\varepsilon_j$, (\ref{hall}) tends to
\begin{equation}
-\frac{J}{2\hbar}\sin\theta\;\frac{G_{32}\,(G_{31}+G_{21})}{G_{31}+G_{32}}\approx1.7\times10^{-5},
\end{equation}
at fixed $J$, energies and field, and for a drive that stays below $kT/e$. The currents themselves become unmeasurably small. If the probe is not the highest site, $K$ still falls with the largest gap while $\Gamma_{13}+\Gamma_{23}$ falls only with the middle level, and the ratio vanishes as $e^{-(\varepsilon_{\max}-\varepsilon_{\rm mid})/kT}$.

\textbf{Q.} How far should I trust this for a real sample?

\textbf{A.} As an order of magnitude for one triangle whose transfers and site energies have the assumed values. Other energies change the $g_{ij}$, and with them the fraction. With site 3 highest, it is 1.6 times larger for energies 0, 3, 6 meV, 7 times smaller for 0, 8, 20 meV and 30 times smaller for 0, 0.1, 0.25 meV. With the probe below another site it drops by orders of magnitude once the gaps exceed $kT$, to $4\times10^{-8}$ for energies 3, 6, 0 meV. One donor per $R^3$ means $1.25\times10^{17}$ cm$^{-3}$, on the insulating side for phosphorus in silicon. Including all phonon orders in this coupling changes the fraction from 2.12 to $2.10\times10^{-5}$. The field's shrinkage of the orbitals changes $J$ by roughly 0.2\%. The ionized third donor breaks the symmetry assumed for $\theta$ by drawing each overlap towards the inside of the triangle; for hydrogenic $1s$ orbitals this lowers $\theta$ from 0.263 to about 0.244. The ratio of $|J|$ to the smallest gap is 0.03, which suggests corrections of a few per cent from the omitted $\cos\theta$ terms, though I have not computed them. The fraction scales as $\Xi^2$ at leading order, so an error in the deformation potential counts twice.

Silicon also breaks the assumption of a single smooth orbital. Its conduction band has six valleys, and their interference multiplies each $J_{ij}$ by an oscillating factor. For randomly placed donors, and with equal weight for the three valley axes, the product of the three factors has mean 0.028 and root-mean-square 0.083, and it is negative for 40\% of triangles. The anisotropic mass makes the weights, and the size of $J_{ij}$, depend on the direction of the bond, which is left out here. The $\Gamma_{ij}$ shrink too, so the numbers above do not directly rescale the Hall fraction, but a given triangle may have either sign, and the median magnitude of the fraction falls to about one sixth of the value above. The model also puts one carrier on three donors. That leaves two donors ionized and calls for strong compensation by acceptors. With weak compensation the mobile object is usually an empty donor among occupied ones, which this model does not treat. The Coulomb energy of two charges one side apart, 6.2 meV, far exceeds $kT=0.43$ meV, so hops in neighbouring triangles are correlated. A macroscopic Hall voltage needs an average over the current-carrying network, which this calculation does not supply. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
DEPHASING MODEL (energies/hbar and rates in units of gamma)
site energies 1,2,3: [ 0.   0.7 -0.5]  loop phase (rad): 1.0
pair, J=0.7: rate 1->2 = 0.657718
pair, largest change with phase = 1.1e-16
open chain, largest change with phase = 2.2e-16
triangle J=0.1: 1->2 at +theta, -theta = 0.015943, 0.012902
triangle J=0.1: 1->3 at +theta, -theta = 0.013172, 0.016213
triangle J=0.1: total exit from 1 at +theta, -theta = 0.029115, 0.029115
small J: odd rate exact/formula = 1.000001
small J: probe response exact/formula = 1.00041
four-site ring: power of J in odd rate = 3.998
SILICON DONOR TRIANGLE (rough inputs)
side = 20.0 nm, Bohr radius = 2.0 nm
J = -0.020 meV, site energies = [0.  0.6 1.5] meV
T = 5.0 K, kT = 0.4309 meV, B = 1.0 T
deformation potential = 4.0 eV
mass density = 2330 kg/m3, sound speed = 9000 m/s
density from side^-3 = 1.25e+17 cm^-3
triangle area = 173.2 nm2, flux phase = 0.2631 rad
field for flux phase 2 pi = 23.9 T
equilibrium occupations 1,2,3 = [0.7817 0.1942 0.0241]
g(Delta12), g(Delta21) = 7.2533e-04, 2.9195e-03 ps
pair rate 1->2 = 1.3393e+06 1/s
g(Delta13), g(Delta31) = 3.0128e-04, 9.7929e-03 ps
pair rate 1->3 = 5.5633e+05 1/s
g(Delta23), g(Delta32) = 7.6780e-04, 6.2002e-03 ps
pair rate 2->3 = 1.4178e+06 1/s
two-phonon factor Q = 2.6435e-06 ps2
odd part of rate 1->2 = -1.9290e+01 1/s
odd part / pair rate 1->2 = -1.440e-05
K = -5.7973e+01 1/s
Gamma13, Gamma23 = 4.3490e+05, 2.7535e+05 1/s
Hall fraction V3odd/(V1-V2) = 2.1231e-05
odd probe voltage for V1-V2 = 0.1 mV: 2.1231 nV
SIZE OF NEGLECTED EFFECTS
D(0) = 0.0100; full/two-phonon loop factor = 0.9715
Hall fraction with all phonon orders = 2.1027e-05
orbital shrinkage exponent in J, rough = 1.54e-03
|J| / smallest energy gap = 0.0333
Coulomb energy at one side = 6.15 meV
ionization: rough binding 45 meV / kT = 104
valley factor of J12J23J31: mean = 0.0279, rms = 0.0830
valley factor: share of triangles with reversed sign = 0.395
\end{verbatim}
